**Vector potential of a slow point charge in Coulomb gauge**

The program tests $\mathbf A=q[\mathbf v+\mathbf n(\mathbf n\cdot\mathbf v)]/(2cr)$, where $q$ and $\mathbf v$ are the charge and velocity of the source, $r$ and $\mathbf n$ are the distance and unit vector from the source to the field point, and $c$ is the speed of light. It asserts that the formula agrees with a Fourier integral over the projected current of a smeared charge, extrapolated from two smearing widths to zero width, and with a direct integral over the point charge's transverse current in space; the largest errors printed are $5.2\times10^{-14}$ and $1.2\times10^{-12}$, with $q=c=1$. Symbolic algebra confirms, away from the charge, the zero divergence, the magnetic field and the Poisson equation. Further assertions cover the first retardation term, the potential of a uniformly moving charge at finite $v/c$, and the equality of the mutual magnetic energy with $(q_2/c)\,\mathbf v_2\cdot\mathbf A$, where $q_2$ and $\mathbf v_2$ belong to a second charge. For two model electrons 2 bohr apart, both with speed 2 in Rydberg atomic units at 60° to the line joining them, the output gives a Darwin energy of $-3.328\times10^{-5}$ Ry, or $-0.453$ meV, beside a Coulomb energy of 1 Ry. The unprojected current would give $-5.325\times10^{-5}$ Ry.

## Numerical verification

```python
"""Coulomb-gauge vector potential of a slowly moving point charge.

Result under test (Gaussian form): A = q [v + n (n.v)] / (2 c r)
  q, v : charge and velocity of the source;  c : speed of light
  r, n : distance and unit vector from the source to the field point
The transverse current J_T is the divergence-free part of q v delta(r).
Tests use q = c = 1 unless stated; the example uses Rydberg atomic units
(hbar = 1, electron mass = 1/2, e^2 = 2, c = 2/alpha).
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def darwin_potential(q, v, n, r, c):
    return q * (v + n * np.dot(n, v)) / (2 * c * r)


def gauss(num, low, high):
    x, w = np.polynomial.legendre.leggauss(num)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def perpendicular_pair(n):
    e1 = np.cross(n, [1.0, 0.0, 0.0])
    e1 = e1 / np.linalg.norm(e1)
    return e1, np.cross(n, e1)


def fourier_field(v, n, r, width, potential):
    """Fourier integral of the projected current of a Gaussian charge.

    potential=False gives J_T, potential=True gives A (factor 4 pi/k^2).
    """
    k, wk = gauss(240, 0.0, 9.0 / width)
    mu, wmu = gauss(200, -1.0, 1.0)
    e1, e2 = perpendicular_pair(n)
    projected = np.zeros((mu.size, 3))
    num_phi = 6
    for phi in 2 * np.pi * np.arange(num_phi) / num_phi:
        side = np.cos(phi) * e1 + np.sin(phi) * e2
        khat = mu[:, None] * n + np.sqrt(1 - mu**2)[:, None] * side
        projected += (v - khat * (khat @ v)[:, None]) * 2 * np.pi / num_phi
    radial = wk * np.exp(-(k * width)**2 / 2)
    radial = radial * (4 * np.pi if potential else k**2)
    phase = np.cos(np.outer(k, mu) * r)
    return (radial @ phase * wmu) @ projected / (2 * np.pi)**3


def potential_from_current(v, n, r, kappa):
    """Integral of J_T(x') exp(i kappa R)/R over space, R = |x - x'|.

    Shells of radius rp; on a shell the integration variable is R.
    Outside rp = r the radial path is turned into the complex plane,
    where the outgoing wave decays.
    """
    u, wu = gauss(200, 0.0, 1.0)
    t, wt = gauss(30, 0.0, 1.0)

    def shells(rp, start, length):
        dist = start[:, None] + length[:, None] * t
        mu = (r**2 + rp[:, None]**2 - dist**2) / (2 * r * rp[:, None])
        values = (3 * mu**2 - 1) / 2 * np.exp(1j * kappa * dist)
        return (values @ wt) * length / (r * rp) / rp

    inner = r * u
    total = np.sum(wu * r * shells(inner, r - inner, 2 * inner))
    outer = r * (1 + 1j * u / (1 - u))
    step = 1j * r / (1 - u)**2
    total += np.sum(wu * step * shells(outer, outer - r,
                                       np.full(u.size, 2 * r)))
    contact = 2 * v / 3 * np.exp(1j * kappa * r) / r
    return contact + total / 2 * (3 * n * np.dot(n, v) - v)


def uniform_motion_potential(x, beta):
    """Potential to all orders in v/c for constant velocity (q = c = 1)."""
    r = np.linalg.norm(x)
    e1, e2 = perpendicular_pair(x / r)
    phi = 2 * np.pi * np.arange(64) / 64
    khat = np.outer(np.cos(phi), e1) + np.outer(np.sin(phi), e2)
    along = khat @ beta
    terms = (beta - khat * along[:, None]) / (1 - along**2)[:, None]
    return terms.mean(axis=0) / r


def magnetic_cross_energy(v1, v2, separation):
    """Integral of B1.B2/(4 pi), charge 1 at -z, charge 2 at +z."""
    a = separation / 2
    w, ww = gauss(200, 0.0, 1.0)
    s = (20 * w**2)[:, None]
    ws = (ww * 40 * w)[:, None]
    t, wt = gauss(200, 0.0, np.pi)
    volume = a**3 * (np.sinh(s)**2 + np.sin(t)**2) * np.sinh(s) * np.sin(t)
    r1 = a * (np.cosh(s) + np.cos(t))
    r2 = a * (np.cosh(s) - np.cos(t))
    z = a * np.cosh(s) * np.cos(t)
    rho = a * np.sinh(s) * np.sin(t)
    total = 0.0
    for phi in 2 * np.pi * np.arange(6) / 6:
        x, y = rho * np.cos(phi), rho * np.sin(phi)
        b1 = np.cross(v1, np.stack([x, y, z + a], axis=-1))
        b2 = np.cross(v2, np.stack([x, y, z - a], axis=-1))
        overlap = np.sum(b1 * b2, axis=-1) / (r1**3 * r2**3)
        total += np.sum(ws * wt * volume * overlap) * 2 * np.pi / 6
    return total / (4 * np.pi)


# Generic test geometry
v_test = np.array([0.4, -0.7, 1.1])
n_test = np.array([0.3, 0.5, 0.8])
n_test = n_test / np.linalg.norm(n_test)
r_test = 1.3
a_test = darwin_potential(1.0, v_test, n_test, r_test, 1.0)

# Projected current: contact part and tail, from the Fourier definition
width = r_test / 8
centre = fourier_field(v_test, n_test, 0.0, width, False)
gauss_peak = (2 * np.pi * width**2)**-1.5
contact_fraction = np.dot(centre, v_test) / np.dot(v_test, v_test) / gauss_peak
assert np.allclose(centre, 2 / 3 * v_test * gauss_peak, rtol=1e-8)
tail = fourier_field(v_test, n_test, r_test, width, False)
tail_formula = (3 * n_test * np.dot(n_test, v_test) - v_test) \
    / (4 * np.pi * r_test**3)
assert np.allclose(tail, tail_formula, atol=1e-8)

# Potential from the Fourier definition; the smearing error is width^2
wide = fourier_field(v_test, n_test, r_test, width, True)
narrow = fourier_field(v_test, n_test, r_test, width / 2, True)
a_fourier = (4 * narrow - wide) / 3
fourier_error = np.max(np.abs(a_fourier - a_test))
assert fourier_error < 1e-8

# Potential from the real-space current, without retardation
a_space = potential_from_current(v_test, n_test, r_test, 0.0)
space_error = np.max(np.abs(a_space - a_test))
assert space_error < 1e-8

# First retardation term: i kappa (2/3) v for time factor exp(-i omega t)
kappa = 0.01 / r_test
a_ret = potential_from_current(v_test, n_test, r_test, kappa)
linear = (a_ret - a_test) / (1j * kappa)
retard_coeff = np.real(np.dot(linear, v_test)) / np.dot(v_test, v_test)
# remainder is of relative order kappa r
assert np.linalg.norm(linear - 2 / 3 * v_test) \
    < 0.5 * kappa * r_test * np.linalg.norm(v_test)
assert abs(retard_coeff - 2 / 3) < 1e-3

# Differential identities away from the charge
X = sp.Matrix(sp.symbols("x y z", real=True))
V = sp.Matrix(sp.symbols("vx vy vz", real=True))
R = sp.sqrt(X.dot(X))
A = (V + X * X.dot(V) / R**2) / (2 * R)
chi = -V.dot(X) / (2 * R)
divergence = sum(sp.diff(A[i], X[i]) for i in range(3))
assert sp.simplify(divergence) == 0
curl = sp.Matrix([sp.diff(A[(i + 2) % 3], X[(i + 1) % 3])
                  - sp.diff(A[(i + 1) % 3], X[(i + 2) % 3])
                  for i in range(3)])
biot_savart = V.cross(X) / R**3
current_tail = (3 * X * X.dot(V) / R**2 - V) / (4 * sp.pi * R**3)
for i in range(3):
    laplacian = sum(sp.diff(A[i], X[j], 2) for j in range(3))
    assert sp.simplify(laplacian + 4 * sp.pi * current_tail[i]) == 0
    assert sp.simplify(curl[i] - biot_savart[i]) == 0
    assert sp.simplify(V[i] / R + sp.diff(chi, X[i]) - A[i]) == 0
assert sp.simplify(sum(sp.diff(R, s, 2) for s in X) - 2 / R) == 0

# Uniform motion to all orders: curl and divergence against known field
beta_vec = np.array([0.1, 0.2, 0.45])
x_field = r_test * n_test
h = 1e-4
grad = np.array([(uniform_motion_potential(x_field + h * e, beta_vec)
                  - uniform_motion_potential(x_field - h * e, beta_vec))
                 / (2 * h) for e in np.eye(3)])
b_numeric = np.array([grad[1, 2] - grad[2, 1], grad[2, 0] - grad[0, 2],
                      grad[0, 1] - grad[1, 0]])
beta2 = np.dot(beta_vec, beta_vec)
sin2 = 1 - np.dot(n_test, beta_vec)**2 / beta2
e_field = n_test / r_test**2 * (1 - beta2) / (1 - beta2 * sin2)**1.5
assert np.allclose(b_numeric, np.cross(beta_vec, e_field), atol=1e-6)
assert abs(np.trace(grad)) < 1e-6


def relative_correction(speed, direction):
    """Length of A to all orders over the slow-charge value, minus one."""
    beta = np.array([0.0, 0.0, speed])
    full = uniform_motion_potential(direction, beta)
    slow = darwin_potential(1.0, beta, direction, 1.0, 1.0)
    return np.linalg.norm(full) / np.linalg.norm(slow) - 1


ahead = np.array([0.0, 0.0, 1.0])
sideways = np.array([0.0, 1.0, 0.0])
assert abs(relative_correction(0.3, ahead)) < 1e-12
assert abs(relative_correction(0.1, sideways) - 0.1**2 / 4) < 0.1**4

# Magnetic cross energy against (q2/c) v2.A1, unequal velocities
v_other = np.array([0.9, 0.2, -0.6])
sep_test = 1.7
cross_numeric = magnetic_cross_energy(v_test, v_other, sep_test)
cross_formula = np.dot(v_other, darwin_potential(1.0, v_test, ahead,
                                                 sep_test, 1.0))
# quadrature is limited by the direction-dependent fields at the charges
assert abs(cross_numeric - cross_formula) < 1e-4

# Worked example in Rydberg atomic units
pc = const.physical_constants
bohr = pc["Bohr radius"][0]
rydberg_joule = pc["Rydberg constant times hc in J"][0]
rydberg_ev = pc["Rydberg constant times hc in eV"][0]
velocity_unit = bohr * rydberg_joule / const.hbar
c_ryd = const.c / velocity_unit
assert abs(c_ryd * const.alpha / 2 - 1) < 1e-8
charge = -np.sqrt(2.0)
distance, speed, angle = 2.0, 2.0, 60.0
theta = np.radians(angle)
n_ex = np.array([0.0, 0.0, 1.0])
v_ex = speed * np.array([np.sin(theta), 0.0, np.cos(theta)])
a_ex = darwin_potential(charge, v_ex, n_ex, distance, c_ryd)
momentum = charge * a_ex / c_ryd
a_angle = np.degrees(np.arctan2(momentum[0], momentum[2]))
coulomb = charge**2 / distance
darwin_energy = -np.dot(v_ex, momentum)
unprojected = -charge**2 * np.dot(v_ex, v_ex) / (c_ryd**2 * distance)
cross_example = charge**2 / c_ryd**2 * magnetic_cross_energy(
    v_ex, v_ex, distance)
assert abs(cross_example / darwin_energy + 1) < 1e-4
beta_ex = speed / c_ryd
omega = speed / distance
near_zone = omega * distance / c_ryd

print("TESTS (q = c = 1, dimensionless)")
print(f"contact fraction of projected current: {contact_fraction:.6f}")
print(f"largest error of A, Fourier road: {fourier_error:.1e}")
print(f"largest error of A, real-space road: {space_error:.1e}")
print(f"retardation coefficient at kappa r = 0.01: {retard_coeff:.5f}")
print(f"magnetic cross energy, integrated: {cross_numeric:.6f}")
print(f"magnetic cross energy, formula: {cross_formula:.6f}")
print("relative correction to A at v/c = 0.3, sideways: "
      f"{relative_correction(0.3, sideways):.5f}")
print(f"the same, leading estimate v^2/(4c^2): {0.3**2 / 4:.5f}")
print("EXAMPLE (Rydberg atomic units)")
print(f"speed of light: {c_ryd:.4f} bohr Ry/hbar")
print(f"distance: {distance:.1f} bohr")
print(f"speed of each electron: {speed:.1f} bohr Ry/hbar")
print(f"angle between v and n: {angle:.1f} degrees")
print(f"v across n: {v_ex[0]:.5f} bohr Ry/hbar")
print(f"v along n: {v_ex[2]:.5f} bohr Ry/hbar")
print(f"q2 A/c across n: {momentum[0]:.5e} hbar/bohr")
print(f"q2 A/c along n: {momentum[2]:.5e} hbar/bohr")
print(f"kinetic momentum m v: {speed / 2:.3f} hbar/bohr")
print(f"angle between q2 A/c and n: {a_angle:.3f} degrees")
print(f"Coulomb energy: {coulomb:.5f} Ry")
print(f"Darwin energy: {darwin_energy:.5e} Ry")
print(f"Darwin energy converted: {darwin_energy * rydberg_ev * 1e3:.5f} meV")
print(f"minus integrated magnetic cross energy: {-cross_example:.5e} Ry")
print(f"energy with unprojected current: {unprojected:.5e} Ry")
print(f"ratio Darwin/unprojected: {darwin_energy / unprojected:.5f}")
print(f"v/c: {beta_ex:.5e}")
print("relative correction to A, sideways, uniform motion: "
      f"{relative_correction(beta_ex, sideways):.3e}")
print(f"model rate omega = v/r: {omega:.3f} Ry/hbar")
print(f"near-zone parameter omega r/c: {near_zone:.5e}")
print("checks complete")
```

Printed output:

```
TESTS (q = c = 1, dimensionless)
contact fraction of projected current: 0.666667
largest error of A, Fourier road: 5.2e-14
largest error of A, real-space road: 1.2e-12
retardation coefficient at kappa r = 0.01: 0.66665
magnetic cross energy, integrated: -0.323529
magnetic cross energy, formula: -0.323529
relative correction to A at v/c = 0.3, sideways: 0.02357
the same, leading estimate v^2/(4c^2): 0.02250
EXAMPLE (Rydberg atomic units)
speed of light: 274.0720 bohr Ry/hbar
distance: 2.0 bohr
speed of each electron: 2.0 bohr Ry/hbar
angle between v and n: 60.0 degrees
v across n: 1.73205 bohr Ry/hbar
v along n: 1.00000 bohr Ry/hbar
q2 A/c across n: 1.15293e-05 hbar/bohr
q2 A/c along n: 1.33128e-05 hbar/bohr
kinetic momentum m v: 1.000 hbar/bohr
angle between q2 A/c and n: 40.893 degrees
Coulomb energy: 1.00000 Ry
Darwin energy: -3.32821e-05 Ry
Darwin energy converted: -0.45283 meV
minus integrated magnetic cross energy: -3.32821e-05 Ry
energy with unprojected current: -5.32514e-05 Ry
ratio Darwin/unprojected: 0.62500
v/c: 7.29735e-03
relative correction to A, sideways, uniform motion: 1.331e-05
model rate omega = v/r: 1.000 Ry/hbar
near-zone parameter omega r/c: 7.29735e-03
checks complete
```
